# Annihilation of polarized beams: rate factor and effective polarization: test program

```python
# Result under test: for e-(P1) e+(P2) -> virtual photon -> mu- mu+ with
# longitudinally polarized beams of equal energy E much larger than m,
#   rate(P1,P2)/rate(0,0) = 1 - P1*P2,
#   P_eff = (P1 - P2)/(1 - P1*P2) = mean photon spin along the e- beam / hbar.
# P1, P2: (right - left)/(right + left) by physical helicity of e- and e+.
# m, M: electron and muon rest energies; theta: angle between mu- and e-.
# The checks use Dirac traces with covariant spin projectors, masses kept.
import numpy as np
from scipy.constants import physical_constants

identity2 = np.eye(2)
zero2 = np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.block([[zero2, identity2], [identity2, zero2]]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def slash(vector):
    return sum(metric[a] * vector[a] * gamma[a] for a in range(4))


def spin_matrix(energy, mass, direction, polarization, sign):
    """Spin density matrix: sign=+1 for a particle, -1 for an antiparticle."""
    momentum = np.sqrt(energy**2 - mass**2)
    p = np.concatenate(([energy], momentum * direction))
    s = np.concatenate(([momentum], energy * direction)) / mass
    return 0.5 * (slash(p) + sign * mass * np.eye(4)) @ (
        np.eye(4) + polarization * gamma5 @ slash(s))


def current_tensor(left, right):
    return np.array([[np.trace(left @ gamma[a] @ right @ gamma[b])
                      for b in range(4)] for a in range(4)])


z_axis = np.array([0.0, 0.0, 1.0])


def beam_tensor(P1, P2, E, m):
    electron = spin_matrix(E, m, z_axis, P1, +1)
    positron = spin_matrix(E, m, -z_axis, P2, -1)
    return current_tensor(positron, electron)


def muon_rate(beam, E, M, cos_theta, helicity):
    """Squared amplitude for a mu- of given helicity, mu+ spin summed."""
    n = np.array([np.sqrt(1 - cos_theta**2), 0.0, cos_theta])
    muon = spin_matrix(E, M, n, helicity, +1)
    antimuon = 2 * spin_matrix(E, M, -n, 0.0, -1)
    final = current_tensor(muon, antimuon)
    return np.sum(beam * final * np.outer(metric, metric)).real


nodes, weights = np.polynomial.legendre.leggauss(6)


def total_rate(P1, P2, E, m, M):
    beam = beam_tensor(P1, P2, E, m)
    return sum(w * (muon_rate(beam, E, M, c, 1) + muon_rate(beam, E, M, c, -1))
               for c, w in zip(nodes, weights))


def muon_polarization(P1, P2, E, m, M, cos_theta):
    beam = beam_tensor(P1, P2, E, m)
    right = muon_rate(beam, E, M, cos_theta, 1)
    left = muon_rate(beam, E, M, cos_theta, -1)
    return (right - left) / (right + left)


def effective_polarization(P1, P2):
    return (P1 - P2) / (1 - P1 * P2)


def mass_factor(r):
    return (1 - r / 2) / (1 + r / 2)


# Currents for definite helicities, including their handedness
E_test, m_test = 1.5, 1.0
expected_currents = {
    (1, -1): -2 * E_test * np.array([0, 1, 1j, 0]),
    (-1, 1): -2 * E_test * np.array([0, 1, -1j, 0]),
    (1, 1): 2 * m_test * np.array([0, 0, 0, 1]),
    (-1, -1): 2 * m_test * np.array([0, 0, 0, 1])}
for (h1, h2), J in expected_currents.items():
    assert np.allclose(beam_tensor(h1, h2, E_test, m_test),
                       np.outer(J, J.conj()), atol=1e-10)

# Integrated rate with a large electron mass, several polarizations
for P1, P2 in [(0.8, -0.3), (0.8, 0.3), (-0.5, 0.9), (1.0, 1.0)]:
    for E in (1.5, 4.0):
        ratio = total_rate(P1, P2, E, 1.0, 0.6) / total_rate(0, 0, E, 1.0, 0.6)
        assert abs(ratio - (1 - mass_factor(1 / E**2) * P1 * P2)) < 1e-10

# Mean photon spin and angle-by-angle rate at high energy (m/E = 0.001)
for P1, P2 in [(0.8, -0.3), (0.8, 0.3), (-0.5, 0.9)]:
    L = beam_tensor(P1, P2, 1.0, 1e-3)
    L0 = beam_tensor(0, 0, 1.0, 1e-3)
    mean_spin = (-1j * (L[2, 1] - L[1, 2]) / np.trace(L[1:, 1:])).real
    assert abs(mean_spin - effective_polarization(P1, P2)) < 1e-5
    for c in (-0.7, 0.0, 0.5):
        polarized = sum(muon_rate(L, 1.0, 0.02, c, h) for h in (1, -1))
        unpolarized = sum(muon_rate(L0, 1.0, 0.02, c, h) for h in (1, -1))
        assert abs(polarized / unpolarized - (1 - P1 * P2)) < 1e-5
        # heavy muon, so that the mass term in the denominator matters
        formula = effective_polarization(P1, P2) * 2 * c / (
            1 + c**2 + 0.5**2 * (1 - c**2))
        assert abs(muon_polarization(P1, P2, 1.0, 1e-3, 0.5, c)
                   - formula) < 1e-5

# Worked example with real masses; energies in units of the beam energy
P1, P2 = 0.80, -0.30
beam_MeV = 5000.0
m_MeV = physical_constants["electron mass energy equivalent in MeV"][0]
M_MeV = physical_constants["muon mass energy equivalent in MeV"][0]
m, M = m_MeV / beam_MeV, M_MeV / beam_MeV
theta_deg = 60.0
c = np.cos(np.radians(theta_deg))
factor = 1 - P1 * P2
P_eff = effective_polarization(P1, P2)
trace_factor = total_rate(P1, P2, 1.0, m, M) / total_rate(0, 0, 1.0, m, M)
trace_muon = muon_polarization(P1, P2, 1.0, m, M, c)
massless_muon = P_eff * 2 * c / (1 + c**2)
massive_muon = P_eff * 2 * c / (1 + c**2 + M**2 * (1 - c**2))
# roundoff grows as (E/m)^2 times machine precision, about 1e-8
assert abs(trace_factor - factor) < 1e-6
assert abs(trace_muon - massive_muon) < 1e-6

eR, eL = (1 + P1) / 2, (1 - P1) / 2
pR, pL = (1 + P2) / 2, (1 - P2) / 2
active = eR * pL + eL * pR
assert abs((eR * pL - eL * pR) / active - P_eff) < 1e-12
assert abs(active / 0.5 - factor) < 1e-12

print(f"electron polarization P1 = {P1:+.2f} (dimensionless)")
print(f"positron polarization P2 = {P2:+.2f} (dimensionless)")
print(f"electron fractions right, left = {eR:.3f}, {eL:.3f}")
print(f"positron fractions right, left = {pR:.3f}, {pL:.3f}")
print(f"weight e-R e+L = {eR*pL:.4f}")
print(f"weight e-L e+R = {eL*pR:.4f}")
print(f"weight e-R e+R = {eR*pR:.4f}")
print(f"weight e-L e+L = {eL*pL:.4f}")
print(f"active weight (opposite helicities) = {active:.4f}")
print(f"difference of active weights = {eR*pL - eL*pR:.4f}")
print(f"rate factor 1 - P1 P2 = {factor:.4f}")
print(f"effective polarization = {P_eff:.4f} = {100*P_eff:.1f} percent")
print(f"unpolarized positrons: factor = {1 - P1*0:.4f}, "
      f"P_eff = {effective_polarization(P1, 0):.4f}")
print(f"P2 = {-P2:+.2f} instead: factor = {1 + P1*P2:.4f}, "
      f"P_eff = {effective_polarization(P1, -P2):.4f}")
print(f"beam energy = {beam_MeV:.0f} MeV")
print(f"electron rest energy = {m_MeV:.6f} MeV")
print(f"muon rest energy = {M_MeV:.4f} MeV")
print(f"r = (m c^2/E)^2 at this energy = {m**2:.3e}")
print(f"1 - kappa at this energy = {m**2 / (1 + m**2/2):.3e}")
print(f"largest r, at muon threshold = {(m_MeV/M_MeV)**2:.3e}")
print(f"rate factor from traces, real masses = {trace_factor:.5f}")
print(f"muon angle = {theta_deg:.0f} degrees")
print(f"muon polarization, massless formula = {massless_muon:.5f}")
print(f"muon polarization, muon mass kept = {massive_muon:.5f}")
print(f"muon polarization from traces = {trace_muon:.5f}")
print("all good")
```

Output:

```
electron polarization P1 = +0.80 (dimensionless)
positron polarization P2 = -0.30 (dimensionless)
electron fractions right, left = 0.900, 0.100
positron fractions right, left = 0.350, 0.650
weight e-R e+L = 0.5850
weight e-L e+R = 0.0350
weight e-R e+R = 0.3150
weight e-L e+L = 0.0650
active weight (opposite helicities) = 0.6200
difference of active weights = 0.5500
rate factor 1 - P1 P2 = 1.2400
effective polarization = 0.8871 = 88.7 percent
unpolarized positrons: factor = 1.0000, P_eff = 0.8000
P2 = +0.30 instead: factor = 0.7600, P_eff = 0.6579
beam energy = 5000 MeV
electron rest energy = 0.510999 MeV
muon rest energy = 105.6584 MeV
r = (m c^2/E)^2 at this energy = 1.044e-08
1 - kappa at this energy = 1.044e-08
largest r, at muon threshold = 2.339e-05
rate factor from traces, real masses = 1.24000
muon angle = 60 degrees
muon polarization, massless formula = 0.70968
muon polarization, muon mass kept = 0.70949
muon polarization from traces = 0.70949
all good
```
